# The Six-Jump Vacancy Cycle in an Ordered B2 Crystal

## Problem

A B2 crystal consists of two interpenetrating simple cubic sublattices with lattice parameter $a$. Atoms A occupy the cube corners (sublattice $\alpha$), and atoms B occupy the cube centres (sublattice $\beta$). The crystal is perfectly ordered except for one vacancy V on $\alpha$. In each jump, V exchanges places with one of its eight nearest neighbours, all of which lie on the other sublattice.

Let $s_0,s_1,s_2,s_3$ be a closed ring of four different sites, each a nearest neighbour of the next, with V initially on $s_0$. In a Huntington–Elcock–McCombie cycle the vacancy goes one and a half times round the ring:

$$s_0\to s_1\to s_2\to s_3\to s_0\to s_1\to s_2 .$$

Order counts as restored when every atom is on its own sublattice. Atoms of the same kind may have changed places.

(a) Follow the six jumps and find where each atom ends.

(b) Show that no shorter walk both displaces V and restores order, and find all six-jump walks that do so.

(c) Find the energy after each jump in a nearest-neighbour bond model. Let $\varepsilon_{AA}$, $\varepsilon_{BB}$, $\varepsilon_{AB}$ be the bond energies, and define $u=\varepsilon_{AA}-\varepsilon_{AB}$ and $w=\varepsilon_{BB}-\varepsilon_{AB}$, both positive.

(d) Find the rate $k$ of one cycle and the vacancy diffusion coefficient $D_V$. The saddle between states $i-1$ and $i$ lies at

$$S_i=Q_0+\tfrac12(E_{i-1}+E_i),$$

and every jump has attempt frequency $\nu$. Use $a=0.30$ nm, $u=0.05$ eV, $w=0.07$ eV, $Q_0=0.60$ eV, $\nu=10^{13}$ s$^{-1}$ and $T=1200$ K, for which $k_BT=0.1034$ eV.

## First estimate by scaling

A nearest-neighbour jump puts a correctly placed atom on the wrong sublattice, and that atom needs a second jump to be right again. The smallest ring holds three atoms besides V. Two moves for each make six jumps, with all three atoms wrong at the midpoint.

A wrong atom has eight neighbours, and a wrong bond costs about $(u+w)/2=0.06$ eV. If the three atoms are treated as independent, the midpoint energy is

$$E_{\rm est}\approx 3\times8\times0.06=1.44\ \text{eV}.$$

With the bare barrier added on top, the activation energy is about $1.44+0.60=2.04$ eV, so

$$k_{\rm est}\approx\nu e^{-2.04/0.1034}\approx 2.7\times10^{4}\ \text{s}^{-1}.$$

The first two jumps can be chosen in $8\times7=56$ ways without turning back. Suppose that each choice closes into one ring and displaces V by about $a$. Then

$$D_{\rm est}\approx\tfrac{56}{6}k_{\rm est}a^2\approx2.3\times10^{4}\ \text{nm}^2/\text{s}=2.3\times10^{-10}\ \text{cm}^2/\text{s}.$$

The weak points are the independence of the wrong atoms, the position of the saddle and the number of rings.

## Exact solution

### (a) The six jumps

The ring sites alternate between sublattices: $s_0,s_2$ belong to $\alpha$ and $s_1,s_3$ to $\beta$. Label the atoms initially on $s_1,s_2,s_3$ as $B_1,A_1,B_2$. At each jump, the atom on the target site moves to the site that V leaves. The contents of $(s_0,s_1,s_2,s_3)$ are therefore

- start: $V,B_1,A_1,B_2$
- jump 1: $B_1,V,A_1,B_2$
- jump 2: $B_1,A_1,V,B_2$
- jump 3: $B_1,A_1,B_2,V$
- jump 4: $V,A_1,B_2,B_1$
- jump 5: $A_1,V,B_2,B_1$
- jump 6: $A_1,B_2,V,B_1$

After jump 3 all three atoms are on the wrong sublattice. Jumps 4, 5 and 6 put back $B_1$, $A_1$ and $B_2$ in turn. At the end, $s_0$ holds an A atom and $s_1,s_3$ hold B atoms, so order is restored. The vacancy has moved from $s_0$ to $s_2$, one A atom has moved the opposite way, and two B atoms have exchanged places.

### (b) Minimum length and number of cycles

Consider any walk $s_0\to s_1\to\dots\to s_n$. If V jumps to a site and straight back, the same atom goes out and returns, and the configuration is unchanged. Such pairs can be deleted, repeatedly if necessary, without altering the final state. If V is displaced, some jumps remain. Let $n$ now be their number.

Every move changes an atom's sublattice, so an atom ends correctly placed only if it has moved an even number of times. Each atom that moves must therefore move at least twice.

Suppose an atom moves at jump $k$. It lands on $s_{k-1}$, the site that V has just left. If its next move is jump $m$, V must then enter that site, so

$$s_m=s_{k-1}.$$

V changes sublattice at every jump, so $m$ and $k-1$ have the same parity, and $m-k$ is odd. The value $m-k=1$ would give $s_{k+1}=s_{k-1}$, an immediate reversal, and these have been deleted. Hence

$$m-k\in\{3,5,7,\dots\}.$$

The total $n$ is a sum of even numbers, so it is even. The cases are:

- $n=2$: the two jumps are only one apart, so they cannot belong to one atom.
- $n=4$: jump 2 would need a partner at jump 5 or later, or at jump $-1$ or earlier. Neither exists.
- $n=6$: jump 2 can be paired only with 5, jump 3 only with 6, and jump 4 only with 1.

Six jumps are thus the minimum, and for six the pairing is forced. The relation $s_m=s_{k-1}$ gives

$$s_4=s_0,\qquad s_5=s_1,\qquad s_6=s_2 .$$

This is the cycle of part (a). Its four sites are distinct, because $s_2\neq s_0$ and $s_3\neq s_1$ when there are no reversals. A six-jump walk containing a reversal reduces to four jumps or fewer, and cannot displace V and restore order.

To count the rings, fix $s_2$ and let $c$ be the number of nearest neighbours that it shares with $s_0$. The ordered pair $(s_1,s_3)$ can be chosen in $c(c-1)$ ways. The neighbours of $s_0=(0,0,0)$ are $a(\pm\frac12,\pm\frac12,\pm\frac12)$.

- For $s_2=a(1,0,0)$, a shared neighbour must have $x=+a/2$, while $y$ and $z$ are free. So $c=4$, which gives 12 ordered pairs.
- For $s_2=a(1,1,0)$, only the sign of $z$ is free. So $c=2$, which gives 2 pairs.
- For $s_2=a(1,1,1)$, $c=1$, and no ring can be formed.

There are 6 sites of the first type and 12 of the second:

$$6\times12+12\times2=72+24=96 .$$

The four shared neighbours in the first case form a square of side $a$. Of the 12 ordered pairs, 8 are adjacent corners and 4 are diagonal ones. This gives $6\times8=48$ bent [100] cycles, whose ring is not planar, and $6\times4=24$ straight [100] cycles, whose ring is planar. The other 24 are [110] cycles.

An exhaustive enumeration agrees. Among all $8^6=262144$ six-jump walks, 96 displace V and restore order, and they are the walks constructed from the rings. No walk of one to five jumps does so. A further 2192 six-jump walks end in an ordered crystal with V back at its start; their number equals that of pure retracings.

### (c) Energies along the cycle

The vacancy always removes eight nearest-neighbour bonds, so the number $M$ of remaining bonds is constant. The total bond energy is

$$\varepsilon_{AB}(M-N_{AA}-N_{BB})+\varepsilon_{AA}N_{AA}+\varepsilon_{BB}N_{BB}
=\varepsilon_{AB}M+uN_{AA}+wN_{BB}.$$

The ordered crystal has no AA or BB bonds. Relative to it, $E=uN_{AA}+wN_{BB}$, and the bonds are counted around the misplaced atoms.

- After jump 1, the B atom on $s_0$ has V on one side and seven B neighbours: $E_1=7w$.
- After jump 2, that B atom has one A neighbour, on $s_1$, and seven B neighbours. The A atom on $s_1$ has B on $s_0$, V on $s_2$ and six A neighbours: $E_2=7w+6u$.
- After jump 3, each B atom on $s_0$ and $s_2$ has A on $s_1$, V on $s_3$ and six B neighbours. The A atom on $s_1$ has two B and six A neighbours: $E_3=12w+6u$.
- After jump 4, the B atom on $s_2$ has A on $s_1$ and seven B neighbours. The A atom on $s_1$ has V, one B and six A neighbours: $E_4=7w+6u$.
- After jump 5, only the B atom on $s_2$ is wrong, with V and seven B neighbours: $E_5=7w$.
- After jump 6, $E_6=0$.

The counts use only the neighbour relations within the ring, so they are the same for all three geometries. For the [110] ring with $s_1=a(\frac12,\frac12,\frac12)$, $s_2=a(1,1,0)$ and $s_3=a(\frac12,\frac12,-\frac12)$, the numbers are

| Jump | Ring after | $N_{AA}$ | $N_{BB}$ | $E_i$ (eV) | $S_i$ (eV) |
|---|---|---|---|---|---|
| 1 | BVAB | 0 | 7 | 0.490 | 0.845 |
| 2 | BAVB | 6 | 7 | 0.790 | 1.240 |
| 3 | BABV | 6 | 12 | 1.140 | 1.565 |
| 4 | VABB | 6 | 7 | 0.790 | 1.565 |
| 5 | AVBB | 0 | 7 | 0.490 | 1.240 |
| 6 | ABVB | 0 | 0 | 0.000 | 0.845 |

The saddle rule makes sense only if each saddle lies above both of its end states, which requires $Q_0>|E_i-E_{i-1}|/2$. The largest step is 0.49 eV, so the condition is $0.60>0.245$ eV, and it holds.

If V starts on $\beta$, the roles of A and B are exchanged, and so are $u$ and $w$. The midpoint energy becomes $12u+6w=1.02$ eV. The top saddle is $0.60+\frac12(0.77+1.02)=1.495$ eV, lower by 0.07 eV. At 1200 K this makes a cycle faster by about $e^{0.07/0.1034}\approx2$, with $Q_0$ and $\nu$ held fixed.

### (d) Rate and diffusion coefficient

Treat one cycle as an isolated chain of seven states with populations $p_i$. The rates from $i-1$ to $i$ and back are $\nu e^{-(S_i-E_{i-1})/k_BT}$ and $\nu e^{-(S_i-E_i)/k_BT}$. With $z_i=p_ie^{E_i/k_BT}$, the net flux over saddle $i$ is

$$J=\nu e^{-S_i/k_BT}(z_{i-1}-z_i).$$

In a steady state, $J$ is the same over every saddle. Multiply by $e^{S_i/k_BT}/\nu$ and add the six equations; the differences on the right telescope:

$$\frac{J}{\nu}\sum_{i=1}^{6}e^{S_i/k_BT}=z_0-z_6 .$$

Hold the initial state at $p_0=1$ and remove the system when it reaches the final state, so $p_6=0$. Since $E_0=0$, $z_0-z_6=1$, and the cycle rate is

$$k=\frac{\nu}{\sum_{i=1}^{6}e^{S_i/k_BT}} .$$

The saddles occur in equal pairs, so

$$k=\frac{10^{13}\ \text{s}^{-1}}{2(3.5\times10^3+1.61\times10^5+3.74\times10^6)}
=1.28\times10^{6}\ \text{s}^{-1}.$$

When $k_BT$ is small compared with $S_3-S_2$, the top pair dominates and $k\to\frac12\nu e^{-S_3/k_BT}$. The factor $\frac12$ arises because a system at the midpoint is equally likely to go forward or back.

At 900 K the rate is $8.5\times10^{3}$ s$^{-1}$, about 150 times smaller. The two rates correspond to an activation energy of 1.56 eV. This is slightly below $S_3=1.565$ eV, because the lower saddles also contribute to the sum.

After a completed cycle the crystal is ordered again, and V sees the same surroundings as before, apart from the identity of like atoms. The next displacement is therefore independent of the last one. For independent displacements $\mathbf d$ in a cubic crystal,

$$D_V=\frac{k}{6}\sum_{\rm cycles}d^2
=\frac{k}{6}\left(72\,a^2+24\times2a^2\right)=20\,ka^2 .$$

Numerically,

$$D_V=20\times1.28\times10^6\times0.09\ \text{nm}^2/\text{s}
=2.3\times10^{-8}\ \text{cm}^2/\text{s}.$$

The cycles also move the atoms. The squared displacement of A is $2a^2$ in a [110] cycle and $a^2$ in either [100] cycle. The two B atoms together contribute $2a^2$ in a [110] cycle, $4a^2$ in a straight and $2a^2$ in a bent one. Over the 96 cycles,

$$\text{A}:\ 24\times2a^2+72\,a^2=120a^2,$$

$$\text{B}:\ 24\times2a^2+24\times4a^2+48\times2a^2=240a^2 .$$

An $\alpha$ vacancy thus moves both species. The ratio 1:2 need not be the ratio of their tracer diffusion coefficients, because successive displacements of a given atom are correlated: the vacancy that moved it is still nearby. For a random sequence of these 96 cycles, however, the correlation factors of A and B are both close to 0.79. Correlation lowers both coefficients by about a fifth and leaves their ratio near 1:2.

## Comparison of estimate and solution

The estimate gives the right number of jumps, but its rate is too small by a factor of $1.28\times10^6/2.7\times10^4\approx47$. The error comes from the energy.

Three isolated wrong atoms would have 24 wrong bonds; the midpoint has 18. Two of the 24 places are taken by V. The A atom on $s_1$ also has correct AB bonds to the two wrong B atoms, and each of these bonds was counted from both ends, which removes four more. At the estimated 0.06 eV each, 18 bonds would cost 1.08 eV instead of 1.44 eV. Twelve of them are the dearer BB bonds, so the midpoint energy is 1.14 eV, which is 0.30 eV below the estimate. In addition, the top saddle lies $Q_0$ above the mean of $E_2$ and $E_3$, not above $E_3$, which removes another 0.175 eV. The total reduction is 0.475 eV, a factor of $e^{0.475/0.1034}\approx99$. The sum over saddles, which is 2.09 times its largest term, brings this down to 47.

For $D_V$, the estimated prefactor $56/6=9.3$ is replaced by 20. The two errors act in the same direction, and the estimate is too small by a factor of about 100. Counting jumps and wrong atoms gives the mechanism, but an error of a few bonds is large when $k_BT$ is only 0.10 eV.

## What the simple rate leaves out

**Shared jumps.** Adding 96 isolated cycles gives a total rate of $1.23\times10^8$ s$^{-1}$. The cycles are not separate, however: three [100] cycles with the same $s_1$ and $s_2$ share every jump except the third and fourth. Solving the network formed by the 96 cycles lowers the total to $1.15\times10^8$ s$^{-1}$.

**Dwell time.** The vacancy also spends time in the intermediate states. Relative to the initial state, the eight states after jump 1 and the 48 states after jump 2 have an equilibrium weight of

$$8e^{-0.49/0.1034}+48e^{-0.79/0.1034}\approx0.07+0.02=0.09 .$$

This accounts for the further fall to $1.05\times10^8$ s$^{-1}$. Together the two effects reduce the rate by 14% relative to isolated cycles. Excursions outside the network are still excluded, and they are not small. A third jump that leaves the ring reaches $E=13w+6u=1.21$ eV over a saddle of 1.60 eV, only 0.035 eV above $S_3$. When every nearest-neighbour jump of the bond model is allowed, a vacancy started on $\alpha$ in a perfect crystal diffuses with about $2.6\times10^{-8}$ cm$^2$/s over its first $10^{-7}$ s, against $2.0\times10^{-8}$ cm$^2$/s for the network alone. Part of this rise comes from a change of sublattice: V leaves antisites behind and spends about a fifth of this time on $\beta$, against 0.065 within the $\alpha$ network alone, a share that is still growing, and the network of a $\beta$ vacancy gives $3.3\times10^{-8}$ cm$^2$/s.

**Second neighbours.** Let each unlike second-neighbour pair cost 0.01 eV, with all other parameters fixed. The rate is then multiplied by 0.25 for [110], 0.28 for straight [100] and 0.29 for bent [100] cycles. The three geometries now differ, but the common reduction is much larger than the differences. Weighting each class by its $d^2$ lowers $D_V$ to about 0.27 of its value.

**Thermal antisites.** Exchanging a distant A and B costs $8(u+w)=0.96$ eV. At the stoichiometric composition the two antisite fractions are equal, provided vacancies are much rarer than antisites (this fails in triple-defect compounds such as NiAl), and for dilute antisites their product is $e^{-0.96/k_BT}$. Each fraction is therefore $e^{-0.48/0.1034}\approx0.0096$. The example ring has 22 neighbouring sites, which at this fraction would hold 0.21 antisites on average. Both figures are low. Neighbouring antisites lower each other's cost, which raises the bulk fraction to about 0.012, and an antisite beside V has one wrong bond fewer, so the 22 sites hold about 0.3. Perfect surroundings are a poor assumption at 1200 K. With the antisites in equilibrium and all nearest-neighbour jumps allowed, the same bond model gives $D_V\approx5\times10^{-8}$ cm$^2$/s, about twice the value from the isolated cycles of an $\alpha$ vacancy. V then spends about a third of its time on $\beta$, where cycles are about twice as fast; isolated cycles weighted two thirds on $\alpha$ and one third on $\beta$ give about $3\times10^{-8}$ cm$^2$/s.

**Direct jumps.** V could also jump by $a\langle100\rangle$ within its own sublattice, without creating disorder. Six such jumps with barrier $Q_d$ give $D=\nu a^2e^{-Q_d/k_BT}$ for the same attempt frequency. This equals $20ka^2$ when

$$Q_d=k_BT\ln\frac{\nu}{20k}=1.33\ \text{eV}.$$

With a lower barrier, direct jumps would carry more of the vacancy diffusion than the cycles.

**Tunnelling.** For a parabolic barrier whose frequency equals $\nu$, tunnelling raises a jump rate by 0.7%, which is negligible here.

## How far the numbers can be trusted

The parameters are illustrative, and no particular compound is modelled. Away from the stoichiometric composition, excess atoms or vacancies are present even without thermal disorder, so the assumption of perfect order then fails at any temperature. Raising both top saddles by one bond energy of 0.05–0.07 eV lowers a cycle rate by a factor of 1.6–1.9 at 1200 K; the same bond added to the midpoint state alone gives 1.3–1.4. The second-neighbour example shows that small energies, added over many pairs, can change it by a factor of four. The calculated $D_V$ is thus an order of magnitude for the model mechanism. It is also the diffusion coefficient of the vacancy: atomic diffusion coefficients are smaller, because they contain the vacancy fraction as a factor.

The numerical output below lists the cycle and the sizes of the neglected effects.

## Table of computed values

```
all six-jump walks: 262144
displacing and order-restoring walks, 1 to 6 jumps: [0, 0, 0, 0, 0, 96]
six-jump retracings ending at the start: 2192
directed cycles, [110]: 24
directed cycles, bent [100]: 48
directed cycles, straight [100]: 24
sum of squared displacements, A: 120 a^2, B: 240 a^2
lattice parameter a = 0.30 nm
u = 0.05 eV, w = 0.07 eV, Q0 = 0.60 eV
attempt frequency = 1.0e+13 s^-1
temperature = 1200 K, kT = 0.1034 eV
example [110] cycle, coordinates in units of a:
jump 1: V (0, 0, 0) -> (0.5, 0.5, 0.5), B moves, ring BVAB, N_AA=0, N_BB=7, E=0.490 eV, saddle=0.845 eV
jump 2: V (0.5, 0.5, 0.5) -> (1, 1, 0), A moves, ring BAVB, N_AA=6, N_BB=7, E=0.790 eV, saddle=1.240 eV
jump 3: V (1, 1, 0) -> (0.5, 0.5, -0.5), B moves, ring BABV, N_AA=6, N_BB=12, E=1.140 eV, saddle=1.565 eV
jump 4: V (0.5, 0.5, -0.5) -> (0, 0, 0), B moves, ring VABB, N_AA=6, N_BB=7, E=0.790 eV, saddle=1.565 eV
jump 5: V (0, 0, 0) -> (0.5, 0.5, 0.5), A moves, ring AVBB, N_AA=0, N_BB=7, E=0.490 eV, saddle=1.240 eV
jump 6: V (0.5, 0.5, 0.5) -> (1, 1, 0), B moves, ring ABVB, N_AA=0, N_BB=0, E=0.000 eV, saddle=0.845 eV
highest saddle = 1.565 eV
rate of one isolated cycle = 1.281e+06 s^-1
rate of one isolated cycle at 900 K = 8.488e+03 s^-1
vacancy diffusion coefficient = 2.306e-08 cm^2/s
96 isolated cycles, total rate = 1.230e+08 s^-1
with shared jumps, total rate = 1.153e+08 s^-1
with sharing and dwell time = 1.054e+08 s^-1
last rate / isolated rate = 0.857
second-neighbour unlike-pair energy = 0.01 eV
with it, [110]: top state 1.310 eV, top saddle 1.710 eV, rate factor 0.250
with it, bent [100]: top state 1.290 eV, top saddle 1.695 eV, rate factor 0.289
with it, straight [100]: top state 1.300 eV, top saddle 1.700 eV, rate factor 0.276
distant A-B exchange energy = 0.960 eV
thermal antisite fraction = 0.0096
sites next to the example ring = 22
mean number of antisites there = 0.212
break-even barrier of direct a<100> jumps = 1.331 eV
tunnelling factor on a jump rate = 1.0067
```
